# Flat X–W bands and infinite transverse mass in the sp3s* model: test program

```python
"""
Result under test: in the nearest-neighbour sp3s* model of zinc blende without
spin-orbit coupling, every band is constant from X = (1,0,0) to W = (1,1/2,0)
(wave vectors q in units of 2 pi/a), so a non-degenerate level at X has zero
transverse inverse mass.  The longitudinal inverse mass is generally not zero.

Symbols: a = anion, c = cation; Es, Ep, Et = energies of s, p, s* orbitals;
Vss, Vxx, Vxy = s-s and p-p couplings; Vsp = s(a)-p(c), Vps = p(a)-s(c),
Vtp = s*(a)-p(c), Vpt = p(a)-s*(c).  theta = k_y a/4 = pi q_y/2.
Energies in eV, lengths in nm, masses in free-electron masses m0.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/(2 m0), eV nm^2
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
NAMES = "Esa Epa Eta Esc Epc Etc Vss Vxx Vxy Vsp Vps Vtp Vpt".split()


def hamiltonian(q, P, cation_p=None):
    """Bond-by-bond Bloch matrix; order s,x,y,z,s* on anion, then on cation."""
    q = np.atleast_2d(np.asarray(q, float))
    H = np.zeros((len(q), 10, 10), complex)
    for sign in BONDS:
        B = np.zeros((5, 5))
        B[0, 0] = P["Vss"]
        B[0, 1:4] = P["Vsp"] * sign
        B[4, 1:4] = P["Vtp"] * sign
        B[1:4, 0] = -P["Vps"] * sign
        B[1:4, 4] = -P["Vpt"] * sign
        B[1:4, 1:4] = P["Vxy"] * np.outer(sign, sign)
        B[[1, 2, 3], [1, 2, 3]] = P["Vxx"]
        phase = np.exp(0.5j * np.pi * (q @ sign))
        H[:, :5, 5:] += phase[:, None, None] * B / 4
    H[:, 5:, :5] = np.conj(np.swapaxes(H[:, :5, 5:], 1, 2))
    onsite = [P[n] for n in ("Esa", "Epa", "Epa", "Epa", "Eta",
                             "Esc", "Epc", "Epc", "Epc", "Etc")]
    H[:, range(10), range(10)] += onsite
    if cation_p is not None:
        H[:, 6:9, 6:9] += cation_p
    return H


def bands(q, P, cation_p=None):
    return np.linalg.eigvalsh(hamiltonian(q, P, cation_p))


def conduction(q, P, cation_p=None):
    return bands(q, P, cation_p)[:, 4]


def cubic_roots(Es, Et, Ep, Vs, Vt):
    """Levels of one s, one s* and one p combination, from the cubic equation."""
    poly = np.poly([Es, Et, Ep])
    poly = np.polysub(poly, Vs**2 * np.array([1, -Et]))
    poly = np.polysub(poly, Vt**2 * np.array([1, -Es]))
    return np.sort(np.roots(poly).real)


def block_levels(P):
    A = cubic_roots(P["Esa"], P["Eta"], P["Epc"], P["Vsp"], P["Vtp"])
    B = cubic_roots(P["Esc"], P["Etc"], P["Epa"], P["Vps"], P["Vpt"])
    mean, half = (P["Epa"] + P["Epc"]) / 2, (P["Epa"] - P["Epc"]) / 2
    root = np.hypot(half, P["Vxy"])
    return A, B, np.array([mean - root, mean + root])


# All ten levels on the line, for random parameters
rng = np.random.default_rng(4)
worst = 0.0
for trial in range(30):
    R = dict(zip(NAMES, rng.uniform(-8, 8, len(NAMES))))
    A, B, Q = block_levels(R)
    predicted = np.sort(np.concatenate([A, B, Q, Q]))
    line = np.column_stack([np.ones(7), rng.uniform(0, 0.5, 7), np.zeros(7)])
    worst = max(worst, np.abs(bands(line, R) - predicted).max())
assert worst < 1e-7

# Worked example
P = dict(Esa=-7.5, Epa=1.0, Eta=7.5, Esc=-1.2, Epc=3.6, Etc=6.7,
         Vss=-6.7, Vxx=1.9, Vxy=4.3, Vsp=5.1, Vps=5.5, Vtp=4.5, Vpt=3.0)
a = 0.57
X = np.array([1.0, 0, 0])
A, B, Q = block_levels(P)
EX = conduction(X, P)[0]
assert abs(EX - A[1]) < 1e-9 and B[1] - A[1] > 0.1
t = np.linspace(0, 0.5, 26)
line = np.column_stack([np.ones_like(t), t, np.zeros_like(t)])
line_width = np.ptp(conduction(line, P))
assert line_width < 1e-11
off_line = conduction([1, 0.3, 0.1], P)[0] - EX
assert abs(off_line) > 1e-4          # flatness is special to the line

# Mass tensor at X: finite differences in the angles k_i a/4
h = 0.01
unit = np.eye(3) * h * 2 / np.pi
hess = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        pts = [X + s * unit[i] + r * unit[j] for s in (1, -1) for r in (1, -1)]
        e = conduction(pts, P)
        hess[i, j] = (e[0] - e[1] - e[2] + e[3]) / (4 * h * h)
transverse = np.abs(hess[1:, 1:]).max()
assert transverse < 1e-7 and np.abs(hess[0, 1:]).max() < 1e-7

# Longitudinal curvature from second-order perturbation theory
HA = np.array([[P["Esa"], 0, P["Vsp"]], [0, P["Eta"], P["Vtp"]],
               [P["Vsp"], P["Vtp"], P["Epc"]]])
HB = np.array([[P["Esc"], 0, P["Vps"]], [0, P["Etc"], P["Vpt"]],
               [P["Vps"], P["Vpt"], P["Epa"]]])
vecA = np.linalg.eigh(HA)[1][:, 1]
EB, vecB = np.linalg.eigh(HB)
w = vecA[2]**2
M = vecA[0] * vecB[0] * P["Vss"] + vecA[2] * vecB[2] * P["Vxx"]
first_part = -w * (EX - P["Epc"])
second_part = np.sum(M**2 / (EX - EB))
K = first_part + second_part
assert abs(K - hess[0, 0] / 2) < 2e-3 * max(1, abs(K))
m_long = 16 * H2M / (K * a * a)

# Quartic law along the transverse diagonal
s = 0.02
rise = conduction([[1, s, s], [1, 2 * s, 2 * s]], P) - EX
exponent = np.log2(rise[1] / rise[0])
quartic = rise[0] / (np.pi * s / 2)**4
assert abs(exponent - 4) < 0.05
rise_U = conduction([1, 0.25, 0.25], P)[0] - EX

# Unequal cation p energies: p_z raised by a small amount
D, tt = 1e-3, 0.4
shift = conduction([1, tt, 0], P, np.diag([0, 0, D]))[0] - EX
assert abs(shift / (w * D * np.sin(np.pi * tt / 2)**2) - 1) < 0.01


# Second-neighbour cation p-p sigma coupling, summed over twelve neighbours
def second_neighbour(q, pps):
    total = np.zeros((3, 3), complex)
    for i, j in ((0, 1), (0, 2), (1, 2)):
        for si in (1, -1):
            for sj in (1, -1):
                r = np.zeros(3)
                r[i], r[j] = si, sj
                total += pps * np.exp(1j * np.pi * (r @ q)) * np.outer(r, r) / 2
    return total


def band_second(q, pps):
    q = np.asarray(q, float)
    return conduction(q, P, second_neighbour(q, pps))[0]


small, tt = 0.002, 0.3
change = band_second([1, tt, 0], small) - band_second(X, small)
assert abs(change / (2 * w * small * np.sin(np.pi * tt)**2) - 1) < 0.01
pps = 0.2
K_second = (band_second(X + unit[1], pps) - band_second(X, pps)) / h**2
mt_second = 16 * H2M / (K_second * a * a)
mt_first_order = 2 * H2M / (w * pps * a * a)

# Spin-orbit coupling on both atoms
so_a, so_c = 0.30, 0.03
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L[i, j, k], L[i, k, j] = -1j, 1j
LS = sum(np.kron(L[i], pauli[i]) for i in range(3))


def spin_pair(q):
    H = np.kron(hamiltonian(q, P)[0], np.eye(2))
    H[2:8, 2:8] += so_a / 3 * LS
    H[12:18, 12:18] += so_c / 3 * LS
    return np.linalg.eigvalsh(H)[8:10]


for tt in (0.0, 0.2, 0.5):
    half_split = np.diff(spin_pair([1, tt, 0]))[0] / 2
    assert abs(half_split - w * so_c / 3 * np.sin(np.pi * tt)) < 1e-4
split_W = half_split

# Homopolar (diamond) case: degenerate X level and a minimum away from X
G = dict(Esa=-4.2, Epa=1.7, Eta=6.7, Esc=-4.2, Epc=1.7, Etc=6.7,
         Vss=-8.3, Vxx=1.7, Vxy=4.6, Vsp=5.7, Vps=5.7, Vtp=5.4, Vpt=5.4)
assert np.ptp(conduction(line, G)) < 1e-11
pair = bands(X, G)[0, 4:6]
assert pair[1] - pair[0] < 1e-10
drop = conduction([[0.999, 0, 0], [0.998, 0, 0]], G) - pair[0]
assert abs(drop[1] / drop[0] - 2) < 0.02
best = minimize_scalar(lambda x: conduction([x, 0, 0], G)[0],
                       bounds=(0.3, 1.0), method="bounded",
                       options={"xatol": 1e-9})
q0 = np.array([best.x, 0, 0])
K_off = (conduction(q0 + unit[1], G)[0] - conduction(q0, G)[0]) / h**2
assert abs(K_off) > 1e-3
mt_off = 16 * H2M / (K_off * a * a)

# Zone sampling: position of the minimum and thermal density of states
T, n_el, mt_real, well = 300.0, 1e18, 0.2, 5.0
kT = const.k * T / const.e
recip = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])


def zone_sum(N):
    n = np.stack(np.meshgrid(*[np.arange(N)] * 3, indexing="ij"), -1)
    e = conduction(n.reshape(-1, 3) @ recip / N, P)
    density = 2 * 4 / a**3 * np.mean(np.exp(-(e - EX) / kT)) * 1e21
    return density, e.min() - EX


Nc_coarse, low_coarse = zone_sum(24)
Nc_model, low_fine = zone_sum(32)
assert abs(Nc_coarse / Nc_model - 1) < 0.02
lowest = min(low_coarse, low_fine)
E_gamma = bands([0, 0, 0], P)[0]
E_L = conduction([0.5, 0.5, 0.5], P)[0]
vbm = E_gamma[3]
Nc_ellipsoid = 3 * 2 * np.sqrt(abs(m_long)) * mt_real * (
    kT / (4 * np.pi * H2M))**1.5 * 1e21
mc_model = 3 * m_long
mc_real = 3 / (1 / m_long + 2 / mt_real)
confinement = H2M * np.pi**2 / (mt_real * well**2)

print("Inputs (eV):", ", ".join(f"{n}={P[n]:.1f}" for n in NAMES[:6]))
print("Inputs (eV):", ", ".join(f"{n}={P[n]:.1f}" for n in NAMES[6:]))
print(f"Lattice constant: {a:.2f} nm")
print(f"Random-parameter test, largest level error: {worst:.1e} eV")
print("Block A levels (eV):", np.round(A, 4))
print("Block B levels (eV):", np.round(B, 4))
print("Block Q levels, each twice (eV):", np.round(Q, 4))
print(f"Valence top at Gamma: {vbm:.4f} eV")
print(f"Conduction level at X above valence top: {EX - vbm:.4f} eV")
print(f"Conduction level at Gamma above valence top: {E_gamma[4]-vbm:.4f} eV")
print(f"Conduction level at L above valence top: {E_L - vbm:.4f} eV")
print(f"Lowest sampled conduction energy minus X level: {lowest:.2e} eV")
print(f"Band width from X to W: {line_width:.1e} eV")
print(f"Energy at q=(1,0.3,0.1) minus X level: {off_line*1e3:.3f} meV")
print(f"Largest transverse Hessian element: {transverse:.1e} eV/rad^2")
print(f"Largest transverse inverse mass: {transverse*a*a/(32*H2M):.1e} 1/m0")
print(f"Cation p weight w: {w:.4f}")
print(f"Longitudinal K, first part: {first_part:.4f} eV")
print(f"Longitudinal K, second part: {second_part:.4f} eV")
print(f"Longitudinal K, formula: {K:.4f} eV")
print(f"Longitudinal K, finite difference: {hess[0, 0]/2:.4f} eV")
print(f"Longitudinal mass: {m_long:.3f} m0")
print(f"Exponent along transverse diagonal: {exponent:.4f}")
print(f"Quartic coefficient C: {quartic:.3f} eV/rad^4")
print(f"Energy at U=(1,1/4,1/4) minus X level: {rise_U*1e3:.2f} meV")
print(f"Spin-orbit inputs, anion and cation: {so_a:.2f}, {so_c:.2f} eV")
print(f"Half spin splitting at W, full matrix: {split_W*1e3:.3f} meV")
print(f"Half spin splitting at W, formula: {w*so_c/3*1e3:.3f} meV")
print(f"Second-neighbour pp-sigma input: {pps:.2f} eV")
print(f"Its transverse mass, full matrix: {mt_second:.3f} m0")
print(f"Its transverse mass, first order: {mt_first_order:.3f} m0")
print("Homopolar inputs Es,Ep,Es*,Vss,Vxx,Vxy,Vsp,Vs*p (eV):",
      [G[n] for n in "Esa Epa Eta Vss Vxx Vxy Vsp Vtp".split()])
print(f"Homopolar minimum on Gamma-X: q = {best.x:.4f} (2 pi/a)")
print(f"Homopolar minimum below its X level: {pair[0]-best.fun:.4f} eV")
print(f"Homopolar transverse mass at that minimum: {mt_off:.3f} m0")
print(f"Temperature: {T:.0f} K, thermal energy: {kT*1e3:.2f} meV")
print(f"Rough realistic transverse mass (input): {mt_real:.2f} m0")
print(f"Effective density of states, model: {Nc_model:.3e} cm^-3")
print(f"Same on the coarser zone grid: {Nc_coarse:.3e} cm^-3")
print(f"Effective density of states, ellipsoids: {Nc_ellipsoid:.3e} cm^-3")
print(f"Ratio model to ellipsoids: {Nc_model/Nc_ellipsoid:.2f}")
print(f"Electron density (input): {n_el:.1e} cm^-3")
print(f"Density over Nc, model: {n_el/Nc_model:.4f}")
print(f"Density over Nc, ellipsoids: {n_el/Nc_ellipsoid:.4f}")
print(f"Conductivity mass, flat model: {mc_model:.3f} m0")
print(f"Conductivity mass, rough transverse mass: {mc_real:.3f} m0")
print(f"Well width (input): {well:.1f} nm")
print(f"Confinement energy missed by flat band: {confinement*1e3:.1f} meV")
print("all tests passed")
```

It prints:

```
Inputs (eV): Esa=-7.5, Epa=1.0, Eta=7.5, Esc=-1.2, Epc=3.6, Etc=6.7
Inputs (eV): Vss=-6.7, Vxx=1.9, Vxy=4.3, Vsp=5.1, Vps=5.5, Vtp=4.5, Vpt=3.0
Lattice constant: 0.57 nm
Random-parameter test, largest level error: 6.6e-14 eV
Block A levels (eV): [-9.6543  2.3296 10.9247]
Block B levels (eV): [-6.0045  3.8446  8.6599]
Block Q levels, each twice (eV): [-2.1922  6.7922]
Valence top at Gamma: -0.0022 eV
Conduction level at X above valence top: 2.3318 eV
Conduction level at Gamma above valence top: 3.0557 eV
Conduction level at L above valence top: 2.7816 eV
Lowest sampled conduction energy minus X level: -4.44e-15 eV
Band width from X to W: 7.1e-15 eV
Energy at q=(1,0.3,0.1) minus X level: 12.235 meV
Largest transverse Hessian element: 2.2e-11 eV/rad^2
Largest transverse inverse mass: 5.9e-12 1/m0
Cation p weight w: 0.4934
Longitudinal K, first part: 0.6268 eV
Longitudinal K, second part: 0.5115 eV
Longitudinal K, formula: 1.1384 eV
Longitudinal K, finite difference: 1.1385 eV
Longitudinal mass: 1.648 m0
Exponent along transverse diagonal: 4.0044
Quartic coefficient C: 2.162 eV/rad^4
Energy at U=(1,1/4,1/4) minus X level: 51.85 meV
Spin-orbit inputs, anion and cation: 0.30, 0.03 eV
Half spin splitting at W, full matrix: 4.937 meV
Half spin splitting at W, formula: 4.934 meV
Second-neighbour pp-sigma input: 0.20 eV
Its transverse mass, full matrix: 2.324 m0
Its transverse mass, first order: 2.377 m0
Homopolar inputs Es,Ep,Es*,Vss,Vxx,Vxy,Vsp,Vs*p (eV): [-4.2, 1.7, 6.7, -8.3, 1.7, 4.6, 5.7, 5.4]
Homopolar minimum on Gamma-X: q = 0.7314 (2 pi/a)
Homopolar minimum below its X level: 0.4616 eV
Homopolar transverse mass at that minimum: 1.445 m0
Temperature: 300 K, thermal energy: 25.85 meV
Rough realistic transverse mass (input): 0.20 m0
Effective density of states, model: 2.174e+21 cm^-3
Same on the coarser zone grid: 2.174e+21 cm^-3
Effective density of states, ellipsoids: 1.933e+19 cm^-3
Ratio model to ellipsoids: 112.45
Electron density (input): 1.0e+18 cm^-3
Density over Nc, model: 0.0005
Density over Nc, ellipsoids: 0.0517
Conductivity mass, flat model: 4.945 m0
Conductivity mass, rough transverse mass: 0.283 m0
Well width (input): 5.0 nm
Confinement energy missed by flat band: 75.2 meV
all tests passed
```
